# The velocity peak in Marcus hopping along a uniform trap chain

## Problem

An electron hops between identical traps on a long straight chain of spacing $a$. A uniform field of magnitude $F$ along the chain lowers its energy by $D=eFa>0$ at every hop against the field direction, where $e>0$ is the elementary charge. "Forward" means the direction in which the energy falls. Hops join nearest neighbours, and their rates follow Marcus theory with reorganisation energy $\lambda$, electronic coupling $J$ and temperature $T$.

(a) Estimate by scaling the drop at which the drift velocity $v$ is largest, for $\lambda\gg k_BT$ and for $\lambda\ll k_BT$.

(b) Find the equation that fixes this drop for any $\lambda/k_BT$, and show that there is one maximum.

(c) Evaluate the peak for rough parameters of a porous low-k dielectric, and judge whether it could be seen there.

The model makes these assumptions:

- The nuclei move classically and come to equilibrium between hops.
- $J$ is small enough for the rate to be proportional to $J^2$.
- Neither $J$ nor $\lambda$ depends on the field.
- The carriers are so dilute that each moves alone.
- $D$ is varied through $F$ at fixed $a$, because a change of $a$ would also change $J$.

## The rates

Let $q$ measure the nuclear arrangement, with $q=0$ relaxed around the electron on the first trap and $q=1$ relaxed around it on the second. The free energies of the two charge states are

$$G_1=\lambda q^2,\qquad G_2=\lambda(1-q)^2-D .$$

The electron can transfer without a change of energy where they cross. Setting $G_1=G_2$ cancels the terms in $q^2$ and leaves $0=\lambda-2\lambda q-D$, so

$$q_c=\frac{\lambda-D}{2\lambda},\qquad G_1(q_c)=\frac{(\lambda-D)^2}{4\lambda}.$$

This energy is the barrier of the forward hop. A backward hop climbs by $D$, so its barrier follows from $D\to-D$. The Marcus rates are

$$k_\pm=A\exp\!\left[-\frac{(\lambda\mp D)^2}{4\lambda k_BT}\right],\qquad A=\frac{2\pi}{\hbar}\frac{J^2}{\sqrt{4\pi\lambda k_BT}} ,$$

with the upper sign for forward hops. For $D>\lambda$ the forward barrier grows again: this is the inverted region, and it makes a velocity peak possible.

## First estimate by scaling

As a function of $D$, the forward rate is a bell centred at $+\lambda$ and the backward rate is an equal bell centred at $-\lambda$. Both have a width of order $\sqrt{\lambda k_BT}$. The velocity is proportional to their difference.

If $\lambda\gg k_BT$, the width is much smaller than $\lambda$ and the bells hardly overlap. Near the top of the forward bell the backward rate is negligible, so the velocity peaks where the forward barrier vanishes:

$$D^*\sim\lambda\qquad(\lambda\gg k_BT).$$

If $\lambda\ll k_BT$, the bells are much wider than their separation and nearly cancel. The difference of two slightly displaced bells is proportional to the slope of one bell, and that slope is steepest about one width from the centre:

$$D^*\sim\sqrt{\lambda k_BT}\qquad(\lambda\ll k_BT).$$

The two estimates meet at $\lambda\sim k_BT$. Scaling gives neither the numerical factor in the second regime nor the course between the two.

## Exact solution

**Velocity.** Let $p_n(t)$ be the probability of finding the electron on trap $n$, with $n$ increasing forward. Then

$$\dot p_n=k_+p_{n-1}+k_-p_{n+1}-(k_++k_-)p_n .$$

Multiply by $n$ and sum over all $n$. Relabelling the sums gives

$$\sum_n n\,p_{n-1}=\langle n\rangle+1,\qquad \sum_n n\,p_{n+1}=\langle n\rangle-1 ,$$

since the probabilities add up to one. The terms in $\langle n\rangle$ cancel, and

$$v=a\frac{d\langle n\rangle}{dt}=a(k_+-k_-).$$

No steady state had to be assumed; the mean position moves at this velocity from the start.

**Separating the exponent.** Expanding the square gives

$$-\frac{(\lambda\mp D)^2}{4\lambda k_BT}=-\frac{\lambda^2+D^2}{4\lambda k_BT}\pm\frac{D}{2k_BT}.$$

The last term makes $k_+/k_-=e^{D/k_BT}$, which is detailed balance. The first term is common to both rates, so

$$v=2aA\,\exp\!\left[-\frac{\lambda^2+D^2}{4\lambda k_BT}\right]\sinh\frac{D}{2k_BT}.$$

The hyperbolic sine expresses the growing preference for forward hops. The Gaussian is the factor common to both rates, and it falls as the drop grows.

**Peak condition.** For $D>0$ the velocity is positive, so $v$ and $\ln v$ peak at the same place. The prefactor $A$ does not depend on $D$. Hence

$$\frac{d\ln v}{dD}=-\frac{D}{2\lambda k_BT}+\frac{1}{2k_BT}\coth\frac{D}{2k_BT}.$$

Setting this to zero and multiplying by $2\lambda k_BT$ gives

$$\boxed{D^*=\lambda\coth\frac{D^*}{2k_BT}}$$

**One maximum.** Since $d\coth x/dx=-1/\sinh^2x$, a second differentiation gives

$$\frac{d^2\ln v}{dD^2}=-\frac{1}{2\lambda k_BT}-\frac{1}{4(k_BT)^2\sinh^2(D/2k_BT)}<0 .$$

The slope of $\ln v$ therefore falls steadily. It behaves as $1/D$ for $D\to0$, where it is large and positive, and tends to $-\infty$ for large $D$. It passes through zero once, from positive to negative, so there is one stationary point and it is the maximum.

Because $\coth x>1$ for $x>0$, the peak lies above $\lambda$. At $D=\lambda$ the forward rate is stationary, but the backward rate is still falling. Their difference still grows there, and a somewhat larger drop is needed to reach the peak.

The peak concerns $v$, not the mobility $v/F$. At $D^*$ the slope of $\ln(v/F)$ at fixed $a$ is $0-1/D^*$, which is negative: the mobility is already falling when the velocity peaks.

**Large $\lambda/k_BT$.** Write

$$\coth x=\frac{1+e^{-2x}}{1-e^{-2x}}\approx1+2e^{-2x},\qquad 2x=\frac{D^*}{k_BT}.$$

In the small exponential $D^*$ may be replaced by $\lambda$, so

$$D^*\approx\lambda\left(1+2e^{-\lambda/k_BT}\right).$$

**Small $\lambda/k_BT$.** Now $x=D^*/2k_BT$ is small and $\coth x\approx1/x+x/3$. The condition becomes

$$D^*=\lambda\left(\frac{2k_BT}{D^*}+\frac{D^*}{6k_BT}\right).$$

Multiplying by $D^*$ and collecting the squares gives $D^{*2}(1-\lambda/6k_BT)=2\lambda k_BT$, and therefore

$$D^*\approx\sqrt{2\lambda k_BT}\left(1+\frac{\lambda}{12k_BT}\right).$$

This limit has a narrower range of use than the algebra suggests. Classical nuclei require vibrational quanta small compared with both $k_BT$ and the bell width $\sqrt{2\lambda k_BT}$, and $J$ must remain small as $\lambda$ shrinks.

## Comparison of estimate and solution

For large $\lambda/k_BT$ the estimate $D^*\sim\lambda$ is the correct leading term, and its relative error is exponentially small. For small $\lambda/k_BT$ scaling gives the right power but misses a factor $\sqrt2$. The factor is the standard deviation of the bell: $\exp[-D^2/(4\lambda k_BT)]$ is a Gaussian of variance $2\lambda k_BT$, and a Gaussian is steepest one standard deviation from its centre.

Between the limits the equation must be solved numerically. The table compares its root with the two leading terms, all divided by $\lambda$.

| $\lambda/k_BT$ | root | large-$\lambda$ term | small-$\lambda$ term |
|---:|---:|---:|---:|
| 1 | 1.543 | 1 | 1.414 |
| 2 | 1.200 | 1 | 1.000 |
| 4 | 1.033 | 1 | 0.707 |
| 8 | 1.001 | 1 | 0.500 |

As a test that does not use the peak condition, the master equation was propagated on a finite chain and the resulting mean velocity was maximised numerically. For all four ratios the maximum agrees with the root to the five decimals printed in the numerical output.

The simple rule $D^*=\lambda$ is thus 35% below the root at $\lambda=k_BT$, but 3% below it at $\lambda=4k_BT$. The hyperbolic cotangent matters when the reorganisation energy is at most a few $k_BT$.

## A porous low-k dielectric

Take electron traps that are neutral when empty, in a porous organosilicate (SiCOH) film between metal lines. The following are rough assumed values: $a=2$ nm, $\lambda=0.8$ eV, $J=0.2$ meV, film thickness 20 nm and $T=378$ K. Of these, $\lambda$, $J$ and $a$ are the least certain for a real film. Service and breakdown fields are taken as roughly 0.5 and 6 MV/cm.

Here $k_BT=0.03257$ eV and $\lambda/k_BT=24.6$. The relative shift $2e^{-\lambda/k_BT}$ is $4\times10^{-11}$, so the hyperbolic cotangent has no practical effect and

$$F^*=\frac{\lambda}{ea}=\frac{0.8\ \mathrm{V}}{2\ \mathrm{nm}}=0.4\ \mathrm{V/nm}=4.0\ \mathrm{MV/cm}.$$

This corresponds to 8 V across the film. At the peak the forward barrier is zero and backward hops are negligible, so the hop rate is the prefactor:

$$A=\frac{2\pi(2\times10^{-4}\ \mathrm{eV})^2}{(6.582\times10^{-16}\ \mathrm{eV\,s})\sqrt{4\pi(0.8)(0.03257)}\ \mathrm{eV}}=6.67\times10^{8}\ \mathrm{s^{-1}} .$$

Multiplying by $a=2\times10^{-7}$ cm gives $v^*=133$ cm/s.

At the service field $D=0.1$ eV. With $4\lambda k_BT=0.1042\ \mathrm{eV^2}$,

$$\frac{v}{v^*}=2e^{-0.65/0.1042}\sinh(1.535)\approx0.0087,$$

so $v=1.16$ cm/s. At 6 MV/cm, $D=1.2$ eV and the forward hop has a barrier again. The factor $e^{-0.16/0.1042}=0.215$ reduces the velocity to 29 cm/s.

Temperature acts in opposite ways at the two fields. Warming from 300 to 378 K, with $J$ and $\lambda$ held fixed and all nuclei classical, multiplies the service-field velocity by 2.9, because those hops are thermally activated. It multiplies the peak velocity by 0.89, which is $\sqrt{300/378}$: without a barrier, only the factor $T^{-1/2}$ in $A$ remains. The peak field stays at 4.0 MV/cm.

## How far the neglected effects move the peak

**Nuclear tunnelling.** The stretching vibration of a Si–O bond has a quantum of roughly $\hbar\omega=0.13$ eV, four times $k_BT$, so it is not classical. Suppose that it carries half of $\lambda$. The rate becomes a sum of Marcus rates with reorganisation energy $\lambda/2$ and drop $D-m\hbar\omega$, weighted by the probability $P_m$ that the hop leaves $m$ net quanta in the vibration. For a displaced oscillator, $m$ is the difference of two independent Poisson numbers, quanta emitted and absorbed. Their means are $S(\bar n+1)$ and $S\bar n$, where $S=\lambda/(2\hbar\omega)$ and $\bar n$ is the thermal occupation.

The peak moves to 3.8 MV/cm, 5% below the Marcus value, and its height falls to 0.82 of that value. At the service field the velocity rises by a factor of 2.3. The classical model is therefore better for the position of the peak than for the velocity at low field.

**Field-dependent coupling.** Let $\phi=1.5$ eV be the energy needed to free the electron when the lattice relaxes fully. Each trap contributes $\lambda/2$ to the reorganisation energy. The electronic level thus lies $\phi+\lambda/2$ below the band edge when the lattice is relaxed around the electron, and $\phi-\lambda/2$ below it when relaxed around the empty trap. During the hop the donor depth is $\phi+\lambda/2-q\lambda$ and the acceptor depth is $\phi-\lambda/2+q\lambda$. At $q_c$ these equal

$$\phi+\tfrac12D\quad\text{and}\quad\phi-\tfrac12D .$$

The electron sees a barrier that falls linearly between these heights, and its mean height does not depend on the field. The tunnelling exponent contains the mean of the square root of the height. With $u$ uniform between $-\tfrac12$ and $\tfrac12$, so that $\langle u\rangle=0$ and $\langle u^2\rangle=\tfrac1{12}$,

$$\left\langle\sqrt{1+\frac{Du}{\phi}}\right\rangle\approx1-\frac{D^2}{8\phi^2}\langle u^2\rangle=1-\frac{D^2}{96\phi^2}.$$

For an effective mass of half the free-electron mass, the decay constant is $\kappa=\sqrt{2m\phi}/\hbar=4.44\ \mathrm{nm^{-1}}$. The order-of-magnitude estimate $\phi e^{-\kappa a}\approx0.2$ meV shows that the chosen $J$ is of a reasonable size; its prefactor is too uncertain for a closer comparison. Including the field dependence of the exponent moves the peak to 4.04 MV/cm, a rise of 1%. With the same $\kappa$ and $\lambda$, direct hops to second neighbours add a fraction of about $10^{-10}$ to the peak velocity.

**Disorder.** A ring of 200 traps was given Gaussian site energies with a standard deviation of 0.10 eV, and its steady state was solved. In this one sample the peak stays at 4.0 MV/cm, and its height falls to 0.84 of the uniform value. A further 5% standard deviation in the spacings, acting on both $D$ and $J$, moves the peak to 3.85 MV/cm and lowers it to 0.62. Fields were scanned in steps of 0.05 MV/cm. The shift can be estimated. Near the peak backward hops are negligible, and the coupling makes the time spent at a gap $g$ proportional to $e^{2\kappa(g-a)}$, so long gaps weigh most. For a Gaussian spread $s=0.1$ nm this factor moves the weighted mean gap from $a$ to $a+2\kappa s^2\approx2.09$ nm, whose drop reaches $\lambda$ at about 3.8 MV/cm. The heights of this sample lie at the high end for 200 traps. With forward hops only, a long chain has $v=a/\langle1/k_+\rangle$. Neighbouring site energies differ with variance $2\sigma^2$, where $\sigma=0.10$ eV, and the Gaussian average gives a height $\sqrt{1-\sigma^2/\lambda k_BT}=0.785$ for energy disorder alone. The same average with the spacing spread included gives 0.52 at 3.82 MV/cm, and most samples of 200 traps fall between 0.45 and 0.60. At the service field, where backward hops matter, energy disorder is far more severe and lowers the velocity to about 0.01 of the uniform value.

**Escape to the band.** A trapped electron may also leave the chain. With an attempt rate of $10^{13}\ \mathrm{s^{-1}}$, tunnelling through the triangular barrier of a neutral trap gives

$$10^{13}\ \mathrm{s^{-1}}\exp\!\left[-\frac{4\kappa\phi}{3eF^*}\right]\approx2\times10^3\ \mathrm{s^{-1}} .$$

Escape at rate $r$ followed by a flight of length $\ell$ carries as much current as hopping when $r\ell=Aa$. Here this requires $\ell\approx6\times10^5$ nm, far more than the film thickness, so in this estimate hopping dominates at the peak field. The margin shrinks quickly above it: at 6 MV/cm the break-even flight is about 80 nm, still long enough for the maximum to survive.

Traps that are positively charged when empty behave differently. Their Coulomb attraction, with a relative permittivity of 2.5, combines with the field to lower the barrier from 1.5 to 0.54 eV. The fastest escape is then tunnelling from the trap level through this lowered and narrowed barrier, not thermal escape over its top. Integrating the tunnelling exponent numerically, with the same attempt rate, gives an escape rate of $8\times10^7\ \mathrm{s^{-1}}$ and a break-even flight of 16 nm. That is close to the film thickness of 20 nm, and at 4.5 MV/cm the break-even flight is only 1.5 nm, so at fixed $J$ band transport would hide the hopping peak. This comparison keeps the $J$ of neutral traps, however. The same attraction lowers the barrier between traps and raises the hop rate by a factor of about $10^3$ or more in the same tunnelling estimate, so the outcome for charged traps is not decided here. The escape paths, which end 3.3 nm (charged) and 3.75 nm (neutral) from the trap, also run past the next trap, which the estimates ignore. Both escape rates use the fixed depth $\phi$. With the lattice relaxed around the electron the level lies $\lambda/2$ deeper, which slows the escape; fluctuations of the lattice, also left out, speed it up. Averaging over a Gaussian level depth of mean $\phi+\lambda/2$ and variance $\lambda k_BT$ gives net rates at the peak field about ten times lower than those above.

**Space charge.** A density of $10^{17}\ \mathrm{cm^{-3}}$ filled traps changes the field by 0.145 MV/cm across the film, about 4% of the peak field. Much heavier filling would put different parts of the film at different points of the velocity curve.

## Reading the result for a real film

The calculated peak lies at eight times the assumed service field and at two thirds of the assumed breakdown field. Under service conditions this model puts the film on the rising side of the curve and far below the peak, so that the velocity increases with both field and temperature. In the classical uniform chain the barrier is too small for warming to help between about 2.9 and 5.1 MV/cm. The quantum mode weakens this effect, giving a factor 0.96 instead of 0.89 at 4 MV/cm, and the disorder considered above nearly removes it. A search for the peak would have to approach breakdown, where fresh traps may form during the measurement and change the chain itself.

The margin depends directly on uncertain parameters. In the classical model with $a=2$ nm, the peak reaches 6 MV/cm when $\lambda=1.2$ eV; for a clearly larger $\lambda$ the film would break down first. The assumption that a real film breaks most plainly is uniform spacing. Spacing disorder of 5%, together with the energy disorder, lowers the peak field by about 4% and the peak velocity by 48% in a long chain (38% in the one sample of 200 traps). Traps placed at random would be far less regular than that, and these numbers do not show whether a distinct peak would survive.

A measured current is also the product of velocity and carrier density. If the contacts inject more electrons as the field rises, the current can keep growing while the velocity falls. A current that shows no maximum therefore does not by itself rule out Marcus hopping.

## Computed results

```
Peak drop over lambda: condition / propagated chain
  lambda/kT = 1: 1.54340 / 1.54340
  lambda/kT = 2: 1.19968 / 1.19968
  lambda/kT = 4: 1.03267 / 1.03267
  lambda/kT = 8: 1.00067 / 1.00067
Inputs: a = 2.0 nm, lambda = 0.8 eV, J = 0.2 meV, T = 378 K
Inputs: trap depth = 1.5 eV, mass = 0.5 m_e, eps_r = 2.5
Inputs: film = 20 nm, attempt rate = 1e+13 1/s
kT = 0.03257 eV, lambda/kT = 24.56
Relative coth shift 2exp(-lambda/kT) = 4.3e-11
Peak drop = 0.8000 eV, peak field = 4.000 MV/cm
Film voltage at peak = 8.00 V
Forward hop rate at peak = 6.673e+08 1/s
Hop rate at peak / attempt rate = 6.7e-05
v at service field 0.50 MV/cm = 1.156 cm/s, v/F = 2.31e-06 cm2/Vs
v at peak field 4.00 MV/cm = 133.5 cm/s, v/F = 3.34e-05 cm2/Vs
v at breakdown field 6.00 MV/cm = 28.75 cm/s, v/F = 4.79e-06 cm2/Vs
Peak field / rough breakdown field = 0.67
At 300 K: peak field = 4.000 MV/cm, v = 149.8 cm/s
v(378 K)/v(300 K): peak 0.891, service 2.945
Nuclear tunnelling, half of lambda in a 0.13 eV mode:
  peak field = 3.784 MV/cm, peak v ratio to Marcus = 0.816
  service-field v ratio to Marcus = 2.31
Decay constant = 4.437 1/nm, depth*exp(-kappa a) = 0.210 meV
Field-dependent J: peak field = 4.036 MV/cm
Second-neighbour share of v at peak = 8.5e-11
Disorder, ring of 200 sites, field grid 0.05 MV/cm:
  energy 0.10 eV: peak field = 4.00 MV/cm, peak v ratio = 0.838
  energy and 5% spacing: peak field = 3.85 MV/cm, peak v ratio = 0.616
Escape to the band at the peak field, fastest channel:
  neutral when empty: barrier 1.500 eV, level 0.000 eV
    rate = 2.32e+03 1/s, break-even flight = 5.75e+05 nm
  charged when empty: barrier 0.540 eV, level 0.000 eV
    rate = 8.22e+07 1/s, break-even flight = 16.2 nm
Field change across film for 1e+17 filled traps/cm3 = 0.145 MV/cm
```
